# Why relaxation can bury the compression maximum in ion-exchanged glass

**Question.** A sodium-containing glass plate lies in a molten potassium salt. Potassium replaces sodium, and since the potassium ion is larger, the exchanged layer tries to expand and is put into compression. The potassium concentration is highest at the surface at all times. Why can viscoelastic relaxation nevertheless put the greatest compression below the surface?

**Answer.** The stress depends on how much potassium is present and also on when the concentration rose. At the surface the concentration jumps to its final value as soon as the plate enters the bath, so all the compression there dates from the first moment and has relaxed for the whole treatment. Deeper down the concentration rose later. There is less potassium, but a larger fraction of the stress it produced survives. Apart from a uniform offset that balances the forces in the plate, compression is proportional to the product of the two factors, one falling and one rising with depth, and after enough time the product has its maximum inside the glass.

If the viscosity is uniform, only a net rise in concentration produces new compression. Individual ions keep moving, but replacing one potassium ion by another changes neither the composition nor the strain, and so does not renew the stress.

## From the glass to a stress equation

Let the plate have thickness $2H$ and be exchanged equally at both faces, so that it does not bend. Depth $z$ is measured from one face. The potassium concentration relative to its surface value is $c(z,t)$, and the unconstrained linear strain it causes is $\beta c$. The two in-plane stresses are equal to $\sigma$ (tension positive), and the stress normal to the plate is zero.

Take the glass to be elastic in volume, with bulk modulus $K$, and a Maxwell material in shear, with shear modulus $G$ and viscosity $\eta$. The mean stress is $2\sigma/3$, which gives a linear strain $(2\sigma/3)/(3K)=2\sigma/(9K)$. The in-plane deviatoric stress is $\sigma-2\sigma/3=\sigma/3$, and its strain rate is $\dot\sigma/(6G)+\sigma/(6\eta)$. If $\varepsilon$ is the total in-plane strain, the part not due to composition obeys

$$
\dot\varepsilon-\beta\dot c=\left(\frac{2}{9K}+\frac{1}{6G}\right)\dot\sigma+\frac{\sigma}{6\eta}.
$$

With $K=E/[3(1-2\nu)]$ and $G=E/[2(1+\nu)]$, the bracket is

$$
\frac{2(1-2\nu)+(1+\nu)}{3E}=\frac{1-\nu}{E}\equiv\frac1M .
$$

Multiplication by the biaxial modulus $M$ gives

$$
\dot\sigma+\frac{\sigma}{\tau}=M(\dot\varepsilon-\beta\dot c),\qquad \tau=\frac{6\eta}{M}.
$$

Since a wide, unbent plate has the same $\varepsilon$ at every depth, and no net force acts on it, the average $\langle\sigma\rangle$ through the thickness is zero. For uniform $\tau$, averaging the equation leaves $\dot\varepsilon=\beta\langle\dot c\rangle$. The compression $S=-\sigma$ therefore obeys

$$
\dot S+\frac S\tau=M\beta(\dot c-\langle\dot c\rangle).
$$

This equation is linear, so $S=P-\langle P\rangle$, where $\dot P+P/\tau=M\beta\dot c$. Multiplying by $e^{t/\tau}$ and integrating from just before immersion gives

$$
P(z,t)=M\beta\int_{0^-}^{t}e^{-(t-t')/\tau}\,\frac{\partial c}{\partial t'}\,dt'.
$$

The subtracted mean is the same at every depth and cannot move the maximum. The question is settled by $P$.

## Amount against age

Let the interdiffusion coefficient $D$ be constant, the surface value be $c=1$ from $t=0$, and the exchanged layer be much thinner than $H$. Then

$$
c=\operatorname{erfc}(u),\qquad u=\frac{z}{2\sqrt{Dt}} .
$$

To expose the ages, substitute $v=z/(2\sqrt{Dt'})$ in the integral. Then $t'=tu^2/v^2$ and $(\partial c/\partial t')dt'=-(2/\sqrt\pi)e^{-v^2}dv$. As $t'$ runs from $0$ to $t$, $v$ runs from infinity down to $u$, so

$$
\frac{P}{M\beta}=\frac{2}{\sqrt\pi}\int_u^\infty e^{-v^2}e^{-a/\tau}dv,\qquad a=t\left(1-\frac{u^2}{v^2}\right).
$$

Here $a$ is the age of a concentration increment. Without the factor $e^{-a/\tau}$ the integral is $c$ itself. Hence $P=M\beta\,c\,q$, where $q$ is the surviving fraction averaged over the increments.

That $q$ rises with depth can be shown. Put $v=u+s$. The weight of $s$ is proportional to $e^{-s^2-2us}$, so a larger $u$ shifts the weight towards smaller $s$. The age depends on $s/u$ and increases with it, so both changes make the increments younger. Thus $c$ falls inward while $q$ rises inward. Which one wins near the surface requires the slope of $P$.

## When the maximum leaves the surface

The integral has a closed form. Let $x=\sqrt{t/\tau}$ and let $w(\zeta)=e^{-\zeta^2}\operatorname{erfc}(-i\zeta)$ be the Faddeeva function, whose derivative is $w'=-2\zeta w+2i/\sqrt\pi$. The claim is

$$
\frac{P}{M\beta}=\operatorname{Re}W,\qquad W=e^{-u^2}w(x+iu).
$$

To verify it, differentiate at fixed $z$, using $\dot u=-u/(2t)$ and $\dot x=x/(2t)$:

$$
\dot W=e^{-u^2}\left[\frac{u^2}{t}w+\frac{x-iu}{2t}w'\right]
=e^{-u^2}\left[-\frac{x^2}{t}w+\frac{u+ix}{\sqrt\pi\,t}\right].
$$

The second form follows because $(x-iu)(x+iu)=x^2+u^2$, which cancels the $u^2$ term. As $x^2/t=1/\tau$, the real part satisfies

$$
\operatorname{Re}\left(\dot W+\frac W\tau\right)=\frac{u\,e^{-u^2}}{\sqrt\pi\,t}=\frac{\partial c}{\partial t}.
$$

This is the equation for $P/(M\beta)$. At any fixed $z>0$, $W$ vanishes as $t\to0$, so the initial condition also holds.

On the real axis $w(x)=e^{-x^2}+(2i/\sqrt\pi)F(x)$, where $F(x)=e^{-x^2}\int_0^x e^{y^2}dy$ is Dawson's function. At the surface, then, $P=M\beta e^{-t/\tau}$. The slope there is

$$
\left.\frac{\partial}{\partial u}\frac{P}{M\beta}\right|_{u=0}
=\operatorname{Re}[iw'(x)]
=\frac{2}{\sqrt\pi}(2xF-1)=-\frac{2}{\sqrt\pi}F'(x),
$$

because $F'=1-2xF$. Converting from $u$ to $z$,

$$
\left.\frac{\partial P}{\partial z}\right|_{0}=-\frac{M\beta}{\sqrt{\pi Dt}}\,F'\!\left(\sqrt{t/\tau}\right).
$$

Dawson's function starts at zero, rises, and tends to zero again. Wherever $F'=0$, $F''=-2F<0$, so it has a single maximum. Numerically this lies at $x^*=0.924$. The surface slope changes from negative to positive at

$$
t^*=(x^*)^2\tau=0.854\,\tau .
$$

Diffusion sets the depth scale, but in this model $D$ does not enter the onset time.

## Why there is one buried maximum

The transform of the concentration is $\hat c=s^{-1}e^{-z\sqrt{s/D}}$, with $s$ now the Laplace variable. For a general relaxation function $R(t)$ in place of $e^{-t/\tau}$, the convolution gives

$$
\hat P=M\beta\,\hat R\,s\hat c=M\beta\,\hat R\,e^{-z\sqrt{s/D}} .
$$

This is the solution of the ordinary diffusion equation with surface value $M\beta R(t)$. The stress contribution $P$ spreads like a substance whose surface source is fading. Once the source has faded enough, the substance already inside flows back towards the surface, and its maximum is inside.

The slope $Q=\partial P/\partial z$ obeys the same diffusion equation. For exponential relaxation its surface value is negative before $t^*$ and positive afterwards. By the maximum principle $Q<0$ throughout the glass before $t^*$, so the maximum is at the surface. After $t^*$, $Q$ is positive near the surface, and it must be negative somewhere deeper because $P$ decays to zero. A second positive region still deeper would have to connect, back through time, to the surface after $t^*$, the only boundary where $Q>0$. It would then cut off the negative region between from the surface before $t^*$, the only boundary where $Q<0$, and the maximum principle would forbid that negative region. There is therefore one interior maximum.

The same picture gives a second signature. Integrating the diffusion equation over depth,

$$
\frac{d}{dt}\int_0^\infty P\,dz=-D\left.\frac{\partial P}{\partial z}\right|_0
=M\beta\sqrt{\frac{D}{\pi t}}\,F'(x).
$$

With $dt/\sqrt t=2\sqrt\tau\,dx$, this integrates to

$$
\int_0^\infty P\,dz=\frac{2M\beta}{\sqrt\pi}\sqrt{D\tau}\,F(x).
$$

Division by $H$ gives $\langle P\rangle$, which is the tension at the centre of the plate, where $P$ itself is negligible. The central tension therefore peaks at the moment the compression maximum leaves the surface.

At late times, $t\gg\tau$, only recent increments survive, and $P\approx M\beta\tau\,\partial c/\partial t=M\beta(\tau/t)\,u e^{-u^2}/\sqrt\pi$. Setting the derivative of $ue^{-u^2}$ to zero gives $u=1/\sqrt2$, or $z=\sqrt{2Dt}$. The maximum then sits where the concentration is rising fastest.

## A worked case

Take rough values for soda-lime glass in a potassium nitrate bath near 450 °C: $E=70$ GPa, $\nu=0.22$, $\eta=10^{15}$ Pa s, $D=10^{-15}$ m²/s, $\beta=0.8\,\%$, and a plate 1 mm thick. Then

$$
M=\frac{70}{0.78}=89.7\ \text{GPa},\qquad M\beta=718\ \text{MPa},
$$

$$
\tau=\frac{6\times10^{15}}{89.7\times10^9}\ \text{s}=18.6\ \text{h},\qquad t^*=0.854\,\tau=15.9\ \text{h}.
$$

After 48 h, $t/\tau=2.585$ and $2\sqrt{Dt}=26.3$ µm. At the surface the surviving fraction is $e^{-2.585}=0.0754$, so $P=54$ MPa. The mean to be subtracted is 5.3 MPa, leaving a compression of 49 MPa.

Locating the maximum of the closed form on a fine grid gives a depth of 10.5 µm. The relative potassium concentration there is only 0.572, but the surviving fraction is 0.238. Their product is 0.136, so $P=98$ MPa and the compression is 93 MPa. The mean age of the increments at this depth is 31 h, against 48 h at the surface. Slightly more than half the potassium carries nearly twice the compression.

| Time (h) | Depth of maximum (µm) | Maximum (MPa) | Surface (MPa) | Central tension (MPa) |
|---:|---:|---:|---:|---:|
| 8 | 0 | 460 | 460 | 6.6 |
| 16 | <0.1 | 296 | 296 | 7.2 |
| 24 | 2.9 | 202 | 190 | 6.9 |
| 48 | 10.5 | 93 | 49 | 5.3 |
| 96 | 21.4 | 39 | 1 | 3.4 |

The maximum moves inward while its height falls. In this model the maximum is buried because the surface has lost more compression than the glass beneath it. Compression at a fixed depth can still grow while potassium arrives there: at 20 µm it rises from about zero at 8 h to a peak of 72 MPa near 40 h, and is 71 MPa at 48 h. The highest compression in the plate nevertheless falls throughout. At 48 h the late-time depth $\sqrt{2Dt}$ would be 18.6 µm, so that limit has not yet been reached.

## When relaxation does not bury the maximum

Without relaxation, $P=M\beta c$ and the maximum stays at the surface. The same is true if relaxation acts only after diffusion has stopped: with $\dot c=0$ and uniform $\tau$, the whole profile shrinks by one factor. With uniform $\tau$, therefore, the two processes must overlap. If potassium-rich glass relaxes faster than the original glass, relaxation after diffusion has stopped can also bury the maximum.

The way the surface fills matters too. Suppose its concentration rises linearly throughout the treatment. The surface value $p(t)$ of $P$ is then proportional to $1-e^{-t/\tau}$ and keeps rising. A small step $dp$ made at time $t'$ contributes a surface slope $-dp/\sqrt{\pi D(t-t')}$. Every contribution is negative, so the maximum stays at the surface.

Relaxation must also go far enough. If only a fraction $f$ of the stress can relax, $R=1-f+fe^{-t/\tau}$, and the surface slope is proportional to $-[(1-f)+fF'(x)]$. It can become positive only if $f>1/(1-F'_{\min})$. The numerical minimum is $F'_{\min}=-0.285$, so more than about 78 % of the stress must be able to relax.

The assumption of uniform viscosity also matters. To size its effect, the diffusion and stress equations were solved by a finite-volume method for the same 48 h treatment, with a viscosity varying as $\eta\,r^{c}$. The force balance was imposed at each time step, since $\dot\varepsilon=\beta\langle\dot c\rangle$ no longer holds. For $r=2$, potassium-rich surface glass relaxes half as fast as the original glass, and the maximum is back at the surface, at 184 MPa. For $r=0.5$ it lies at 15.4 µm. A factor of two in how composition changes viscosity therefore decides whether the effect has appeared by 48 h in this example.

## The model beside a real treatment

The temperature and glass type belong to a real process, but 48 h is a long treatment, and the viscosity of a particular glass depends on its composition and thermal history. The value $10^{15}$ Pa s, like the activation energy used below, suits a glass whose structure was frozen in at a higher temperature. In equilibrium, soda-lime glass reaches this viscosity only near 500 °C and is orders of magnitude more viscous at 450 °C. The real viscosity therefore tends to rise during the treatment, which the model ignores. Since $t^*$ is proportional to $\eta$, thermal history alone can move the onset by a factor of ten or more. Temperature matters strongly. With a rough viscous activation energy of 4 eV, the onset moves from 15.9 h at 450 °C to 39 h at 440 °C and 6.6 h at 460 °C. A 24 h treatment would then leave the maximum at the surface in the coolest of these baths and bury it in the other two.

Other departures were sized one at a time at 48 h, the remaining parameters being held fixed:

- If $D$ falls exponentially with $c$ to one third at the surface, the depth becomes 5.3 µm.
- If the surface fills as $1-e^{-t/(2\,\text{h})}$, it becomes 9.9 µm.
- If the viscosity is multiplied by $y/\sinh y$, with $y=|\sigma|/(400\ \text{MPa})$ to represent thinning under stress, it becomes 10.9 µm.
- If potassium-rich glass contracts more on cooling by $5\times10^{-7}$ K⁻¹ over 430 K, it gains up to 19 MPa of tension at the surface, and the depth becomes 11.6 µm.

Glass also seldom relaxes as a single exponential. With $R=\exp[-(t/\tau)^{0.6}]$ and the same $\tau$, the onset is delayed to 27 h, but the mean relaxation time, and with it the viscosity, is then 1.5 times larger. At the same viscosity the onset is 17.7 h. The model further leaves out any relaxation of the free strain $\beta$ itself and any softening of the surface by water. Its depths and stresses are therefore estimates for the stated parameters, not predictions for a commercial glass.

Numerical values quoted here were computed with a short program.
